# Finite-Difference Weights for Wannier Spreads on Cubic k Meshes

## Problem

Wannier centres and spreads are computed from derivatives with respect to the crystal momentum \(\mathbf k\), but a first-principles calculation supplies Bloch functions on a discrete mesh. Let the mesh divide each primitive reciprocal vector into \(N\) equal parts. Let \(\mathbf b\) run over the \(Z\) vectors, all of length \(|\mathbf b|\), from a mesh point to its nearest neighbours. Each carries a weight \(w_{\mathbf b}\), with \(w_{\mathbf b}=w_{-\mathbf b}\). The completeness condition is

\[
\sum_{\mathbf b} w_{\mathbf b}\,b_\alpha b_\beta=\delta_{\alpha\beta},\qquad \alpha,\beta\in\{x,y,z\}.
\]

**(a)** Show that this condition makes finite differences reproduce \(\nabla f\), \(|\nabla f|^2\) and \(\nabla^2 f\) of a smooth function \(f(\mathbf k)\) up to errors of order \(|\mathbf b|^2\).

**(b)** Find the weights for simple cubic, bcc and fcc meshes, and show that they are unique.

**(c)** For one Wannier function, let \(M_{\mathbf b}=\langle u_{\mathbf k}|u_{\mathbf k+\mathbf b}\rangle\) be the overlap of cell-periodic functions. If \(M_{\mathbf b}\) does not depend on \(\mathbf k\), the discrete centre and spread are

\[
\bar{\mathbf r}=-\sum_{\mathbf b}w_{\mathbf b}\mathbf b\,\mathrm{Im}\ln M_{\mathbf b},\qquad
\Omega=\sum_{\mathbf b}w_{\mathbf b}\left[1-|M_{\mathbf b}|^2+(\mathrm{Im}\ln M_{\mathbf b})^2\right]-|\bar{\mathbf r}|^2 .
\]

Evaluate them for a compact orbital centred at \(\mathbf r_0\). What happens if every weight is wrong by a factor \(\lambda\)?

**(d)** Apply the result to a model Ni 3d orbital in rocksalt NiO, with \(a=0.42\) nm and \(N=8\). Take \(\phi\propto xy\,e^{-r^2/4s^2}\) (t2g) or \(\phi\propto(x^2-y^2)e^{-r^2/4s^2}\) (eg), with \(s=0.025\) nm and \(\mathbf r_0=(0.02,0.01,0.03)\) nm. Find the mesh error, and the result of using the fcc-mesh weight by mistake.

**(e)** What changes when NiO is described with its antiferromagnetic cell, or with a small rhombohedral distortion?

## Solution

### (a) Why completeness is needed

Write \(\mathbf g=\nabla f\) and \(H_{\alpha\beta}=\partial_\alpha\partial_\beta f\), both at \(\mathbf k\), and sum over repeated indices. Taylor's expansion is

\[
f(\mathbf k+\mathbf b)-f(\mathbf k)=b_\beta g_\beta+\tfrac12 b_\beta b_\gamma H_{\beta\gamma}+\tfrac16(\mathbf b\cdot\nabla)^3f+O(|\mathbf b|^4).
\]

Completeness makes the weights scale as \(1/|\mathbf b|^2\). Sums of an odd number of components of \(\mathbf b\) vanish because \(\mathbf b\) and \(-\mathbf b\) have equal weights. Multiplying by \(w_{\mathbf b}b_\alpha\) and summing therefore removes the \(H\) term:

\[
\sum_{\mathbf b}w_{\mathbf b}b_\alpha[f(\mathbf k+\mathbf b)-f(\mathbf k)]
=\Big(\sum_{\mathbf b}w_{\mathbf b}b_\alpha b_\beta\Big)g_\beta+O(|\mathbf b|^2)
=g_\alpha+O(|\mathbf b|^2).
\]

The leading term equals \(g_\alpha\) for every possible \(\mathbf g\) only if the bracket is \(\delta_{\alpha\beta}\), so the condition is necessary as well as sufficient.

The square of the difference is \((\mathbf b\cdot\mathbf g)^2+(\mathbf b\cdot\mathbf g)\,b_\beta b_\gamma H_{\beta\gamma}+O(|\mathbf b|^4)\). Its second term is odd and drops out, so

\[
\sum_{\mathbf b}w_{\mathbf b}[f(\mathbf k+\mathbf b)-f(\mathbf k)]^2=|\nabla f|^2+O(|\mathbf b|^2).
\]

In the plain weighted sum the first and third derivatives are odd and drop out, leaving

\[
2\sum_{\mathbf b}w_{\mathbf b}[f(\mathbf k+\mathbf b)-f(\mathbf k)]
=\delta_{\beta\gamma}H_{\beta\gamma}+O(|\mathbf b|^2)=\nabla^2f+O(|\mathbf b|^2).
\]

### (b) The three shells

Let \(a\) be the edge of the conventional cube of the crystal and \(h=2\pi/(aN)\). The mesh has the lattice type of the reciprocal lattice:

- A simple cubic crystal has a simple cubic mesh, containing all integer vectors times \(h\). The nearest are \(h(\pm1,0,0)\) and permutations: \(Z=6\), \(|\mathbf b|=h\).
- An fcc crystal has a **bcc mesh**, generated by \(h(-1,1,1)\), \(h(1,-1,1)\) and \(h(1,1,-1)\). The integer components are all odd or all even, so the nearest vectors are \(h(\pm1,\pm1,\pm1)\): \(Z=8\), \(|\mathbf b|=\sqrt3\,h\).
- A bcc crystal has an **fcc mesh**, generated by \(h(0,1,1)\), \(h(1,0,1)\) and \(h(1,1,0)\). The integer components have an even sum, so the nearest vectors are \(h(\pm1,\pm1,0)\) and permutations: \(Z=12\), \(|\mathbf b|=\sqrt2\,h\).

First take one common weight \(w\). Off-diagonal sums vanish, because reversing one component maps the shell onto itself and changes the sign of \(b_xb_y\). For the diagonal, count the vectors with \(b_x\neq0\). There are 2, 8 and 8 of them, each contributing \(h^2\). Hence

\[
\text{sc: }2h^2w=1,\qquad \text{bcc: }8h^2w=1,\qquad \text{fcc: }8h^2w=1 .
\]

Substituting \(h^2=|\mathbf b|^2\), \(|\mathbf b|^2/3\) and \(|\mathbf b|^2/2\) gives

\[
w_{\rm sc}=\frac{1}{2|\mathbf b|^2},\qquad
w_{\rm bcc}=\frac{3}{8|\mathbf b|^2},\qquad
w_{\rm fcc}=\frac{1}{4|\mathbf b|^2}.
\]

The trace of the condition gives all three at once: \(wZ|\mathbf b|^2=3\), so \(w=3/(Z|\mathbf b|^2)\). A weight has the dimension of length squared.

For uniqueness, allow each pair \(\pm\mathbf b\) its own weight.

*Simple cubic.* The pair along axis \(\alpha\) alone enters the \(\alpha\alpha\) equation, \(2h^2u_\alpha=1\), which fixes each weight.

*Bcc.* Let \(u_0,u_1,u_2,u_3\) belong to \((1,1,1)\), \((1,1,-1)\), \((1,-1,1)\) and \((-1,1,1)\). The \(xy\), \(xz\) and \(yz\) equations are

\[
u_0+u_1-u_2-u_3=0,\quad u_0-u_1+u_2-u_3=0,\quad u_0-u_1-u_2+u_3=0 .
\]

Adding them two at a time gives \(u_0=u_3\), \(u_0=u_2\) and \(u_0=u_1\). The diagonal equation \(2h^2(u_0+u_1+u_2+u_3)=1\) then gives \(1/(8h^2)\) for each.

*Fcc.* The \(xy\) equation makes the weights of \((1,1,0)\) and \((1,-1,0)\) equal, and likewise in the other planes. One weight per plane remains, with

\[
4h^2(u_{xy}+u_{xz})=4h^2(u_{xy}+u_{yz})=4h^2(u_{xz}+u_{yz})=1 .
\]

Subtraction shows that the three are equal, again \(1/(8h^2)\).

The assumption \(w_{\mathbf b}=w_{-\mathbf b}\) matters: \(b_\alpha b_\beta\) is even, so completeness by itself fixes only the sum \(w_{\mathbf b}+w_{-\mathbf b}\).

### (c) Centre and spread of a compact orbital

Let \(\phi\) be normalized and centred at zero. The cell-periodic function built from its images at lattice vectors \(\mathbf R\) is

\[
u_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\phi(\mathbf r-\mathbf r_0-\mathbf R).
\]

If different images do not overlap, only equal \(\mathbf R\) survive in \(u^*_{\mathbf k}u_{\mathbf k+\mathbf b}\). Integrating over one cell and summing over \(\mathbf R\) covers all space once:

\[
M_{\mathbf b}=\int|\phi(\mathbf r-\mathbf r_0)|^2e^{-i\mathbf b\cdot\mathbf r}\,d^3r=e^{-i\mathbf b\cdot\mathbf r_0}F(\mathbf b),\qquad
F(\mathbf b)=\int|\phi(\mathbf r)|^2e^{-i\mathbf b\cdot\mathbf r}\,d^3r .
\]

For an inversion-symmetric density \(F\) is real. If also \(F>0\) and \(|\mathbf b\cdot\mathbf r_0|<\pi\), the principal phase is \(\mathrm{Im}\ln M_{\mathbf b}=-\mathbf b\cdot\mathbf r_0\). Completeness then gives

\[
\bar{\mathbf r}=\sum_{\mathbf b}w_{\mathbf b}\mathbf b(\mathbf b\cdot\mathbf r_0)=\mathbf r_0,\qquad
\sum_{\mathbf b}w_{\mathbf b}(\mathbf b\cdot\mathbf r_0)^2=|\mathbf r_0|^2 .
\]

The two terms in \(|\mathbf r_0|^2\) cancel, leaving \(\Omega=\sum_{\mathbf b}w_{\mathbf b}(1-F^2)\), independent of the origin at any mesh spacing that meets these conditions. For small \(\mathbf b\), \(F=1-\frac12b_\alpha b_\beta\langle r_\alpha r_\beta\rangle+O(|\mathbf b|^4)\). Thus \(1-F^2=b_\alpha b_\beta\langle r_\alpha r_\beta\rangle+O(|\mathbf b|^4)\), and completeness turns \(\Omega\) into the true spread \(\langle r^2\rangle\) plus \(O(|\mathbf b|^2)\).

With weights \(\lambda w_{\mathbf b}\), the centre becomes \(\lambda\mathbf r_0\), so

\[
\Omega_\lambda=\lambda\Omega+\lambda|\mathbf r_0|^2-\lambda^2|\mathbf r_0|^2
=\lambda\Omega+\lambda(1-\lambda)|\mathbf r_0|^2 .
\]

The spread now depends on where the origin was placed. Shifting the whole crystal relative to the origin exposes such an error.

### (d) The NiO model

**True spread.** For the t2g orbital the density is proportional to \(x^2y^2e^{-r^2/2s^2}\). Under a Gaussian of variance \(s^2\), \(\langle x^4\rangle/\langle x^2\rangle=3s^4/s^2=3s^2\). The spread is therefore \(3s^2+3s^2+s^2=7s^2=0.004375\ \text{nm}^2\). The eg orbital is the same function rotated by 45° about \(z\), since \(x^2-y^2=2x'y'\) with \(x'=(x+y)/\sqrt2\) and \(y'=(x-y)/\sqrt2\). It has the same true spread.

**Overlap.** A factor \(x^2\) in the density acts as \(-d^2/dq^2\) on the Gaussian transform:

\[
-\frac1{s^2}\frac{d^2}{dq^2}e^{-q^2s^2/2}=(1-q^2s^2)e^{-q^2s^2/2}.
\]

Hence \(F_{t2g}=(1-b_x^2s^2)(1-b_y^2s^2)e^{-|\mathbf b|^2s^2/2}\). The crystal is fcc, so the mesh is bcc and \(b_x^2=b_y^2=b_z^2=h^2\). For the eg orbital, one of \(b_{x'}^2,b_{y'}^2\) is \(2h^2\) and the other is zero. With \(\xi=h^2s^2\),

\[
F_{t2g}=(1-\xi)^2e^{-3\xi/2},\qquad F_{eg}=(1-2\xi)e^{-3\xi/2}.
\]

**Mesh error.** Since \(\sum_{\mathbf b}w=8/(8h^2)=1/h^2\), the spread is \((1-F^2)/h^2\). To second order,

\[
F_{t2g}^2=(1-4\xi+6\xi^2)(1-3\xi+\tfrac92\xi^2)=1-7\xi+\tfrac{45}{2}\xi^2,
\]
\[
F_{eg}^2=(1-4\xi+4\xi^2)(1-3\xi+\tfrac92\xi^2)=1-7\xi+\tfrac{41}{2}\xi^2 .
\]

Using \(\xi/h^2=s^2\),

\[
\Omega_{t2g}\simeq7s^2\left(1-\tfrac{45}{14}\xi\right),\qquad
\Omega_{eg}\simeq7s^2\left(1-\tfrac{41}{14}\xi\right).
\]

The discrete spread is too small, and orbitals of equal true spread acquire slightly different values from the mesh alone.

**Numbers.** Here \(h=2\pi/(0.42\times8)=1.870\ \text{nm}^{-1}\), \(|\mathbf b|=\sqrt3h=3.239\ \text{nm}^{-1}\), \(w=1/(8h^2)=0.03575\ \text{nm}^2\) and \(\xi=0.002186\). The full expressions give \(\Omega_{t2g}=0.004344\ \text{nm}^2\) (0.4344 Å\(^2\)) and \(\Omega_{eg}=0.004347\ \text{nm}^2\). Relative to \(7s^2\), the errors on three meshes are:

| \(N\) | t2g | eg |
|---|---|---|
| 4 | −2.76 % | −2.52 % |
| 8 | −0.70 % | −0.64 % |
| 16 | −0.175 % | −0.160 % |

Doubling \(N\) reduces the error by nearly four, as \(\xi\propto1/N^2\) requires.

**The wrong weight.** Reading "fcc" from the crystal instead of the mesh replaces 3/8 by 1/4 in \(w=c/|\mathbf b|^2\) while \(|\mathbf b|=\sqrt3h\) remains the length of the actual bcc-mesh vectors, so \(\lambda=2/3\). (Written in terms of \(h\), both weights are \(1/(8h^2)\), and the mix-up would do no harm.) The \(x\) coordinate of the centre becomes 0.0133 nm instead of 0.020 nm. With \(|\mathbf r_0|^2=0.0014\ \text{nm}^2\),

\[
\Omega_\lambda=\tfrac23(0.004344)+\tfrac29(0.0014)=0.003207\ \text{nm}^2 .
\]

With the orbital at the origin, the same weight gives 0.002896 nm\(^2\). Refining the mesh does not cure this error, because \(\lambda\) does not depend on \(N\).

**Relation to real NiO.** The lattice constant is a rough typical value, and \(s\) is a round choice for a compact 3d shell. It is somewhat generous: unrestricted Hartree–Fock for the free Ni\(^{2+}\) ion gives \(\langle r^2\rangle\approx0.0032\ \text{nm}^2\) for the majority-spin \(d_{xy}\) orbital, with a relative mesh error of about −0.7 % at \(N=8\), close to the model's. Overlap of images is negligible in this model. For a displacement \(d=a/2\) along both \(x\) and \(y\), centring each one-dimensional integral at its midpoint gives

\[
S=\left[\left(1-\frac{d^2}{4s^2}\right)e^{-d^2/8s^2}\right]^2=6.0\times10^{-6}.
\]

Hybridization with oxygen matters far more. If a fraction \(t=0.05\) of the density, an assumed value, sits symmetrically on oxygen neighbours at distance \(a/2\), the spread changes by about \(t(a^2/4-7s^2)=0.0020\ \text{nm}^2\). That is 45 % of the compact-orbital spread, even with the tail's own width neglected. The tail also enlarges the mesh error: it turns \(F\) into \((1-t)F_{t2g}+t\cos(\pi/N)\), and the error at \(N=8\) becomes −1.2 % instead of −0.70 %. The model therefore illustrates how the mesh error arises and scales; it predicts neither the spread nor the size of the mesh error of a computed NiO Wannier function.

### (e) When the mesh is no longer cubic

**Antiferromagnetic cell.** In the antiferromagnetic order of NiO, the spin alternates between successive (111) planes of Ni. This doubles the primitive cell, whose vectors can be taken as \((a/2)(2,1,1)\), \((a/2)(1,2,1)\) and \((a/2)(1,1,2)\). With \(g=\pi/(aN)=h/2\), the mesh is generated by \(g(3,-1,-1)\) and its permutations. For integers \(n_i\) with sum \(S\), its vectors have components \(g(4n_i-S)\), which are congruent modulo 4 in units of \(g\). The shortest are \(\pm g(1,1,1)\), with squared length \(3g^2\). Next come the six vectors \(\pm g(3,-1,-1)\) and permutations, with \(11g^2\); even components give at least \(12g^2\).

The nearest shell alone gives the same value, \(2g^2w_1\), in every entry of the second-moment matrix. It cannot produce the identity. With both shells, the diagonal and off-diagonal equations are

\[
2w_1+2(9+1+1)w_2=\frac1{g^2},\qquad 2w_1+2(-3-3+1)w_2=0 .
\]

The second gives \(w_1=5w_2\), and the first becomes \(32w_2=1/g^2\). Therefore

\[
w_1=\frac5{32g^2}=0.1787\ \text{nm}^2,\qquad w_2=\frac1{32g^2}=0.03575\ \text{nm}^2\qquad(N=8).
\]

For the same t2g orbital, these weights give a spread of 0.004353 nm\(^2\), or −0.50 % relative to \(7s^2\). Here \(N\) is held at 8 while the reciprocal cell is halved, so the mesh is twice as dense as in part (d). The two-shell set uses the shortest vectors but is not the only choice: the third shell, with \(12g^2\), consists of the eight vectors \(h(\pm1,\pm1,\pm1)\) of part (d). It satisfies completeness alone with \(w=1/(8h^2)\) and returns 0.004344 nm\(^2\).

**Rhombohedral distortion.** Return to the nonmagnetic cell and let the angles between the cube edges open from 90° by \(\delta=0.1^\circ=1.75\times10^{-3}\) rad, a rough size for NiO. To first order the real-space strain has off-diagonal elements \(-\delta/2\), and the reciprocal vectors deform oppositely. With the old weight, the second-moment matrix acquires off-diagonal elements \(\delta\).

The shell splits into the pair along \([111]\) and six other vectors. Let their weights be \(w(1+p)\) and \(w(1+q)\). Since \(8h^2w=1\), and the two groups contribute \(+2h^2\) and \(-2h^2\) to each off-diagonal sum, the first-order conditions are

\[
\frac{p+3q}{4}=0,\qquad \delta+\frac{p-q}{4}=0 .
\]

They give \(q=\delta\) and \(p=-3\delta\): the six weights rise by 0.17 % and the other two fall by 0.52 %. To satisfy completeness with these eight vectors alone, a program that groups neighbours by length must keep both groups. If its length tolerance merges them under one weight, completeness fails at order \(\delta\), and refining the mesh does not remove that error. In real NiO the distortion accompanies the antiferromagnetic order along the same \([111]\) axis. In the magnetic cell the two shells found above are already separate and do not split; their weights only shift, to \(4.98/(32g^2)\) and \(1.002/(32g^2)\).
